# Directional Correlation of a Two-Photon Cascade and the 4-2-0 Case

## Result

A level of spin \(I_i\) emits a photon and becomes a level of spin \(I\), which emits a second photon and becomes a level of spin \(I_f\). Let \(\theta\) be the angle between the photons and \(W(\theta)\) their coincidence rate, divided by its average over the sphere. For pure multipole orders \(L_1\) and \(L_2\),

\[
W(\theta)=\sum_{k\ \rm even}A_kP_k(\cos\theta),\qquad A_k=F_k(L_1,I_i,I)\,F_k(L_2,I_f,I),
\]

\[
F_k(L,I',I)=(-1)^{I+I'-1}\sqrt{(2k+1)(2I+1)}\,(2L+1)
\begin{pmatrix}L&L&k\\1&-1&0\end{pmatrix}
\begin{Bmatrix}L&L&k\\I&I&I'\end{Bmatrix}.
\]

Each transition contributes one factor. For spins 4-2-0 and two quadrupole photons, \(A_2=5/49\approx0.102\) and \(A_4=4/441\approx0.009\).

The assumptions are these.

- The initial level is unoriented: its substates are equally populated, without coherences.
- Polarizations and final substates are not observed, and the detectors are small.
- The intermediate level is isolated, and no field or hyperfine coupling acts on it between the two emissions.
- Each transition has one multipole order and definite parity.

## The emission amplitude

A photon moving along \(z\) with helicity \(\lambda=\pm1\) has \(J_z=\lambda\). Among the multipole states \(|LM\rangle\) of given order and parity it therefore overlaps only with \(M=\lambda\); call that overlap \(g_\lambda\). The photon moving along \(\mathbf n=(\theta,\varphi)\) is the rotated state, so

\[
\langle LM|\mathbf n\lambda\rangle=D^L_{M\lambda}(\varphi,\theta,0)\,g_\lambda .
\]

Reflection in a plane containing \(z\) reverses the helicity and turns \(|L\lambda\rangle\) into \(|L,-\lambda\rangle\) up to a phase. Hence \(|g_+|=|g_-|\). The relative phase of \(g_+\) and \(g_-\) depends on whether the multipole is electric or magnetic, but rates for different helicities are added after squaring, so this phase drops out.

Angular momentum conservation fixes the state produced by \(|Im\rangle\): it is proportional to \(\sum_M\langle I'm'LM|Im\rangle|I'm'\rangle|LM\rangle\) with \(m'=m-M\). Projection on the photon state gives

\[
a_\lambda(m\to m';\mathbf n)\propto\langle I'm'LM|Im\rangle\,D^{L}_{M\lambda}(\mathbf n)^*,\qquad M=m-m'.
\]

The substates of the undisturbed intermediate level are degenerate, so the time and energy factors of the cascade are common to all of them. The amplitudes through different \(m\) must be added before squaring:

\[
W\propto\sum_{m_i,m_f,\lambda_1,\lambda_2}\Big|\sum_m a_{\lambda_2}(m\to m_f;\mathbf n_2)\,a_{\lambda_1}(m_i\to m;\mathbf n_1)\Big|^2 .
\]

## The axis that removes the interference

Put \(z\) along the first photon. Then \(D^{L_1}_{M\lambda_1}=\delta_{M\lambda_1}\), and given \(m_i\) and \(\lambda_1\) there is one possible intermediate substate, \(m=m_i-\lambda_1\). The inner sum has a single term. The intermediate density matrix is diagonal, with populations

\[
p(m)=\frac{2L_1+1}{2(2I_i+1)}\sum_{\lambda=\pm1}\langle Im\,L_1\lambda|I_i\,m+\lambda\rangle^2 .
\]

To check the prefactor, write the squared coefficient as \((2I_i+1)\) times a squared 3j symbol. For fixed \(\lambda\), the squared 3j symbols sum over \(m\) to \(1/(2L_1+1)\). Two helicities give \(2(2I_i+1)/(2L_1+1)\), which the prefactor cancels.

The choice of axis matters. For the 4-2-0 cascade with the first photon along \((0.48,0.60,0.64)\), the density matrix of unit trace has an off-diagonal element of magnitude 0.0301. In that frame populations alone do not determine the correlation.

With the diagonal matrix, \(W(\theta)=\sum_mp(m)w_m(\theta)\), where \(w_m\) is the pattern of the second photon from substate \(m\):

\[
w_m(\theta)=\frac{2L_2+1}{2}\sum_{M,\lambda}\langle I_f\,m-M\,L_2M|Im\rangle^2\,|d^{L_2}_{M\lambda}(\theta)|^2 .
\]

The spherical mean of \(|d^L_{M\lambda}|^2\) is \(1/(2L+1)\), the squared coefficients sum to one over \(M\), and there are two helicities. Each \(w_m\) therefore has spherical mean 1, and so has \(W\).

## Legendre expansion of one pattern

Three abbreviations keep the signs visible:

\[
u_k(M)=(-1)^M\begin{pmatrix}L&L&k\\M&-M&0\end{pmatrix},\qquad
v_k(m)=(-1)^{I-m}\begin{pmatrix}I&I&k\\m&-m&0\end{pmatrix},
\]

\[
c_k=(-1)^{I+I'}\begin{Bmatrix}L&L&k\\I&I&I'\end{Bmatrix}.
\]

Use \(D^{L*}_{M\lambda}=(-1)^{M-\lambda}D^L_{-M,-\lambda}\) in \(|d^L_{M\lambda}|^2=D^L_{M\lambda}D^{L*}_{M\lambda}\), and expand the product of two \(D\) functions. The total projections are zero, so only \(D^k_{00}=P_k(\cos\theta)\) occurs:

\[
|d^L_{M\lambda}(\theta)|^2=\sum_k(2k+1)\,u_k(M)\,u_k(\lambda)\,P_k(\cos\theta).
\]

Exchanging the first two columns of the 3j symbol gives \(u_k(-1)=(-1)^ku_k(1)\). The helicity sum removes odd \(k\) and doubles even \(k\):

\[
\sum_{\lambda=\pm1}|d^L_{M\lambda}|^2=2\sum_{k\ \rm even}(2k+1)\,u_k(M)\,u_k(1)\,P_k .
\]

## Recoupling

The sum over \(M\) in \(w_m\) involves

\[
T_{Mm}=\begin{pmatrix}I'&L&I\\m-M&M&-m\end{pmatrix}^2,\qquad
\langle I'\,m-M\,LM|Im\rangle^2=(2I+1)T_{Mm}.
\]

The identity needed is \(\sum_Mu_k(M)T_{Mm}=c_kv_k(m)\) for even \(k\). It follows from the relation that defines the 6j symbol through 3j symbols,

\[
\sum_{\mu_1\mu_2\mu_3}(-1)^{\sigma}
\begin{pmatrix}j_1&l_2&l_3\\m_1&\mu_2&-\mu_3\end{pmatrix}
\begin{pmatrix}l_1&j_2&l_3\\-\mu_1&m_2&\mu_3\end{pmatrix}
\begin{pmatrix}l_1&l_2&j_3\\\mu_1&-\mu_2&m_3\end{pmatrix}
\]
\[
=\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}
\begin{Bmatrix}j_1&j_2&j_3\\l_1&l_2&l_3\end{Bmatrix},
\qquad \sigma=\sum_{i=1}^3(l_i+\mu_i).
\]

Set \(j_1=j_2=I\), \(j_3=k\), \(l_1=l_2=L\), \(l_3=I'\), and \(m_1=-m_2=m\), \(m_3=0\). The projection rules force \(\mu_1=\mu_2=-M\) and \(\mu_3=m-M\). The factors then become the following.

- The first 3j symbol has columns \((I,m)\), \((L,-M)\), \((I',M-m)\). Reversing all projections and exchanging the outer columns each give \((-1)^{I+L+I'}\). These signs cancel, leaving the symbol whose square is \(T_{Mm}\).
- The second is the same symbol after a cyclic permutation, which changes no sign.
- The third is \((-1)^k\) times the symbol in \(u_k(M)\).
- Since \(2L-2M\) is even, the phase is \((-1)^{I'+m-M}\).

Here \(I'+m\) is an integer, so its sign can be moved to the other side:

\[
\sum_Mu_k(M)T_{Mm}=(-1)^k(-1)^{I'+m}\begin{pmatrix}I&I&k\\m&-m&0\end{pmatrix}\begin{Bmatrix}I&I&k\\L&L&I'\end{Bmatrix}.
\]

Exchanging upper and lower entries in the first two columns leaves the 6j symbol unchanged and gives the one in \(c_k\). Because \(2(I-m)\) is even, \((-1)^{I'+m}=(-1)^{I+I'}(-1)^{I-m}\). The right side is thus \((-1)^kc_kv_k(m)\), which for even \(k\) is the identity.

In the same notation the coefficient in the result reads

\[
F_k(L,I',I)=(2L+1)\sqrt{(2k+1)(2I+1)}\;u_k(1)\,c_k ,
\]

where the minus sign in \(u_k(1)\) supplies the \(-1\) in the exponent \(I+I'-1\). With \(L=L_2\) and \(I'=I_f\), the pattern becomes

\[
w_m=(2L_2+1)(2I+1)\sum_{k\ \rm even}(2k+1)\,u_k(1)\,c_k\,v_k(m)\,P_k
\]
\[
=\sum_{k\ \rm even}\sqrt{(2k+1)(2I+1)}\;v_k(m)\,F_k(L_2,I_f,I)\,P_k(\cos\theta).
\]

## Alignment and factorization

Averaging over the populations gives

\[
W(\theta)=\sum_{k\ \rm even}B_k\,F_k(L_2,I_f,I)\,P_k(\cos\theta),\qquad
B_k=\sqrt{(2k+1)(2I+1)}\sum_mv_k(m)\,p(m).
\]

The \(B_k\) with even \(k>0\) measure alignment, an uneven distribution over \(|m|\). The odd ones measure orientation, a difference between \(m\) and \(-m\). Here \(p(m)=p(-m)\), because reversing all projections exchanges the two helicity terms. The first photon can leave the level aligned but never oriented.

To find \(B_k\), take \(L=L_1\) and \(I'=I_i\). Column exchange and sign reversal do not alter a squared 3j symbol, so

\[
p(m)=\frac{2L_1+1}{2}\sum_{\lambda=\pm1}T_{-\lambda,m}.
\]

The recoupling identity is now needed with the sum over \(m\). The vectors \(u_k\), \(k=0,\dots,2L\), satisfy \(\sum_Mu_k(M)u_{k'}(M)=\delta_{kk'}/(2k+1)\). There are \(2L+1\) of them, so they form a complete set; the \(v_k\) obey the same orthogonality. Expanding in the \(u_{k'}\), for even \(k\),

\[
\sum_mT_{Mm}v_k(m)=\sum_{k'}(2k'+1)\,u_{k'}(M)\sum_{M',m}u_{k'}(M')T_{M'm}v_k(m)=c_ku_k(M).
\]

The inner double sum equals \((-1)^{k'}c_{k'}\delta_{kk'}/(2k'+1)\), which leaves one term. Therefore

\[
B_k=\sqrt{(2k+1)(2I+1)}\,\frac{2L_1+1}{2}\,c_k\,[u_k(1)+u_k(-1)]=F_k(L_1,I_i,I),
\]

and the series with factorized coefficients is proved. The first factor is the alignment produced by the first emission; the second is the response of the second emission to it.

## Consequences and a dipole case

The 3j symbol vanishes for \(k>2L\) and the 6j symbol for \(k>2I\), so the series has no term with \(k\) above the smallest of \(2I\), \(2L_1\) and \(2L_2\). An intermediate spin of 0 or 1/2 gives an isotropic correlation. The bound need not be reached, and the converse does not hold, because a 6j symbol can vanish inside the allowed range: \(F_2(2,\tfrac32,\tfrac32)=0\), so the cascade 3/2-3/2-1/2 with \(L_1=2\), \(L_2=1\) is isotropic although \(k=2\) is allowed. Exchanging \((I_i,L_1)\) with \((I_f,L_2)\) leaves the product unchanged, so 0-2-4 has the same correlation as 4-2-0 for the same multipoles.

The cascade 0-1-0 with two dipole photons can be checked by hand. Starting from spin 0, the first photon leaves \(m=-\lambda\), so \(p(\pm1)=1/2\) and \(p(0)=0\). With \(c=\cos\theta\),

\[
w_{\pm1}=\frac32\left[\Big(\frac{1+c}{2}\Big)^2+\Big(\frac{1-c}{2}\Big)^2\right]=\frac34(1+c^2)=1+\frac12P_2(c).
\]

In the general formula the 3j symbol is \(1/\sqrt{30}\) and the 6j symbol is \(1/3\). Hence \(F_2(1,0,1)=\sqrt{15}\cdot3\cdot\frac1{\sqrt{30}}\cdot\frac13=1/\sqrt2\), whose square is the same \(A_2=1/2\). The square tests the normalization but not the sign of \(F_2\). The sign is tested by the alignment: \(v_2(\pm1)=1/\sqrt{30}\), so \(B_2=\sqrt{15}\,\big(\tfrac12+\tfrac12\big)/\sqrt{30}=+1/\sqrt2\), equal to \(F_2(1,0,1)\) in sign and size.

## The 4-2-0 cascade from the coefficients

The second transition ends at spin 0, so its photon must carry \(L_2=2\). The first could carry any \(L_1\) from 2 to 6 as far as angular momentum is concerned; a pure quadrupole is an assumption.

For \(k=2\) the square root is \(\sqrt{5\cdot5}=5\), \(2L+1=5\), and both signs are negative:

\[
F_2(2,4,2)=-25\cdot\frac{\sqrt{70}}{70}\cdot\frac{2}{35}=-\frac{\sqrt{70}}{49}\approx-0.1707,
\]
\[
F_2(2,0,2)=-25\cdot\frac{\sqrt{70}}{70}\cdot\frac15=-\frac{\sqrt{70}}{14}\approx-0.5976 .
\]

For \(k=4\) the square root is \(\sqrt{9\cdot5}=3\sqrt5\):

\[
F_4(2,4,2)=-15\sqrt5\cdot\frac{2\sqrt{70}}{105}\cdot\frac1{630}=-\frac{\sqrt{14}}{441}\approx-0.0085,
\]
\[
F_4(2,0,2)=-15\sqrt5\cdot\frac{2\sqrt{70}}{105}\cdot\frac15=-\frac{2\sqrt{14}}{7}\approx-1.0690 .
\]

The products are

\[
A_2=\frac{70}{49\cdot14}=\frac5{49}\approx0.1020,\qquad
A_4=\frac{2\cdot14}{441\cdot7}=\frac4{441}\approx0.0091 .
\]

The small \(A_4\) comes from the first transition. The second responds strongly to fourth-rank alignment, but \(4\to2\) produces little of it: \(B_4\approx-0.0085\).

## The same cascade from the substates

Regard spin 4 as the symmetric state of eight spins 1/2, and each spin 2 as the symmetric state of four. At projection \(m+\lambda\), \(4+m+\lambda\) of the eight spins point up, with all arrangements equally weighted. The probability that \(2+m\) of these lie in the first group of four is

\[
\langle2m\,2\lambda|4\,m+\lambda\rangle^2=\binom4{2+m}\binom4{2+\lambda}\Big/\binom8{4+m+\lambda}.
\]

With the prefactor \(5/18\),

\[
p(\pm2)=\frac5{18}\Big(\frac12+\frac1{14}\Big)=\frac{10}{63},\quad
p(\pm1)=\frac5{18}\Big(\frac47+\frac8{35}\Big)=\frac29,\quad
p(0)=\frac5{18}\cdot\frac67=\frac5{21}.
\]

Equal populations would be 1/5, so the alignment is modest. Since \(I_f=0\), the second photon has \(M=m\). With \(s=\sin\theta\), the magnitudes of \(d^2_{m,\pm1}\) are \(\sqrt{3/2}\,s|c|\) for \(m=0\), \(\tfrac12(1\pm c)|2c\mp1|\) for \(m=1\), and \(\tfrac12s(1\pm c)\) for \(m=2\). Squaring, adding the two helicities and multiplying by \(5/2\) gives

\[
w_0=\tfrac{15}2(c^2-c^4),\qquad w_{\pm1}=\tfrac54(1-3c^2+4c^4),\qquad w_{\pm2}=\tfrac54(1-c^4).
\]

The weighted sum has these coefficients:

- constant: \(\frac59+\frac{25}{63}=\frac{20}{21}\);
- \(c^2\): \(\frac{25}{14}-\frac53=\frac5{42}\);
- \(c^4\): \(-\frac{25}{14}+\frac{20}9-\frac{25}{63}=\frac5{126}\).

Therefore

\[
W(\theta)=\frac{20}{21}\Big(1+\frac18\cos^2\theta+\frac1{24}\cos^4\theta\Big).
\]

The Legendre form agrees: its \(c^4\) coefficient is \(\frac{35}8A_4=\frac5{126}\), its \(c^2\) coefficient is \(\frac32A_2-\frac{15}4A_4=\frac5{42}\), and its constant is \(1-\frac12A_2+\frac38A_4=\frac{20}{21}\).

The rate is 0.952 at 90° and 1.111 at 180°, in units of the spherical mean, so \(W(180^\circ)/W(90^\circ)-1=1/6\). The populations explain both values. Along the axis only \(m=\pm1\) can emit, since the photon must have \(J_z=\pm1\); this gives \(W(180^\circ)=5p(1)=10/9\), above 1 because \(p(1)>1/5\). At 90° the substate \(m=0\) is dark and the others have \(w_m=5/4\), so \(W(90^\circ)=\frac54[1-p(0)]=20/21\), below 1 because \(p(0)>1/5\).

For contrast, replace the initial spin 4 by 0. The first photon then leaves only \(m=\pm1\), and \(W=w_{\pm1}\). The coefficients are \(F_2(2,0,2)^2=5/14\) and \(F_4(2,0,2)^2=8/7\), and the ratio \(W(180^\circ)/W(90^\circ)\) is 2 instead of 7/6.

## Numerical tests and limits of validity

One test uses no angular-momentum coupling coefficients. A particle passes through orbital states \(l=4,2,0\) by the operator \((\boldsymbol\epsilon\cdot\mathbf r)(\mathbf n\cdot\mathbf r)\), with \(\boldsymbol\epsilon\perp\mathbf n\). This operator is a pure quadrupole because its trace is proportional to \(\boldsymbol\epsilon\cdot\mathbf n=0\). Angular quadrature and projection on Legendre polynomials reproduce \(A_2\) and \(A_4\), as the numerical output shows. A second test compares the series with coherent amplitude sums for eight cascades, including half-integer spins, at four pairs of directions each. The absolute difference in \(W\) stays below \(10^{-10}\).

The result changes when its assumptions fail:

- If a field or hyperfine coupling acts appreciably during the intermediate lifetime, the alignment at the second emission in general differs from \(F_k(L_1,I_i,I)\). An exception is a static interaction diagonal in \(m\), such as a magnetic field along the first photon: it commutes with the diagonal density matrix and leaves the \(p(m)\) unchanged. If the substates become equally populated without coherences, every \(B_k\) with \(k>0\) vanishes and \(W=1\).
- If a transition mixes multipole orders, their amplitudes add before squaring. Products of \(D^L\) and \(D^{L'}\) then appear, which the single-order \(F_k\) does not contain.
- If the helicities of both photons are recorded, the sums that removed odd \(k\) are absent and odd terms can appear. Recording one helicity is not enough, because the sum over the other still removes them.
- Detectors of finite size measure an average of \(W\) over a range of \(\theta\), which must be taken before comparison with \(A_2\) and \(A_4\).

## Calculated quantities

```
Cascade 4-2-0, L1 = L2 = 2; all values dimensionless unless marked
3j(2 2 2; 1 -1 0) = sqrt(70)/70 = 0.119523
6j{2 2 2; 2 2 4} = 2/35 = 0.057143
F_2(L=2, J=4, I=2) = -sqrt(70)/49 = -0.170747
6j{2 2 2; 2 2 0} = 1/5 = 0.200000
F_2(L=2, J=0, I=2) = -sqrt(70)/14 = -0.597614
A_2 = 5/49 = 0.102041
A_2 from orbital quadrature = 0.102041
3j(2 2 4; 1 -1 0) = 2*sqrt(70)/105 = 0.159364
6j{2 2 4; 2 2 4} = 1/630 = 0.001587
F_4(L=2, J=4, I=2) = -sqrt(14)/441 = -0.008484
6j{2 2 4; 2 2 0} = 1/5 = 0.200000
F_4(L=2, J=0, I=2) = -2*sqrt(14)/7 = -1.069045
A_4 = 4/441 = 0.009070
A_4 from orbital quadrature = 0.009070
population p(m=-2) = 10/63 = 0.158730
population p(m=-1) = 2/9 = 0.222222
population p(m=0) = 5/21 = 0.238095
population p(m=1) = 2/9 = 0.222222
population p(m=2) = 10/63 = 0.158730
largest coherence, z along photon 1: below 1e-12 is True
first photon direction in tilted frame = [0.48 0.6  0.64]
largest coherence, tilted frame = 0.0301
W(90 deg) = 20/21
W/W(90 deg) = c**4/24 + c**2/8 + 1, c = cos(theta)
theta = 90 deg: W = 0.95238, W/W(90 deg) = 1.00000
theta = 120 deg: W = 0.98462, W/W(90 deg) = 1.03385
theta = 135 deg: W = 1.02183, W/W(90 deg) = 1.07292
theta = 150 deg: W = 1.06399, W/W(90 deg) = 1.11719
theta = 180 deg: W = 1.11111, W/W(90 deg) = 1.16667
anisotropy W(180)/W(90) - 1 = 1/6 = 0.16667
general cascades tested = 8, directions each = 4
largest deviation below 1e-10 is True
```
